# Whittaker Tail and Hartree Normalisation at Integer and Noninteger Effective Quantum Number: a program that tests the result

```python
"""
Result under test (atomic units, Coulomb field -1/r outside a core):
the decaying radial function w(r) = W_{nu,l+1/2}(2r/nu), E = -1/(2 nu^2),
has the tail (2r/nu)^nu exp(-r/nu), and a bound state continued by w has
    integral u^2 dr = H (1 + d mu/d nu),
    H = nu^2 Gamma(nu+l+1) Gamma(nu-l).
nu: effective quantum number, l: angular momentum, mu: quantum defect
function. In a pure Coulomb field mu = 0, nu = n, and the norm is H.
"""
import numpy as np
import mpmath as mp
from math import factorial
from scipy.special import gamma, rgamma, polygamma
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def decaying(r, nu, l):
    """w and dw/dr from the loop integral, on a parabola around t = 0."""
    x = 2 * r / nu
    a = l + 1 - nu
    offset = np.sqrt(min(0.25, nu / x))
    step = offset / 15
    count = int(np.ceil(np.sqrt(60 / x) / step))
    z = np.arange(-count, count + 1) * step + 1j * offset
    t = z * z
    integrand = (np.exp(-x * t) * z ** (2 * (a - 1))
                 * (1 + t) ** (l + nu) * 2 * z)
    prefactor = -gamma(1 - a) * np.exp(-1j * np.pi * a) / (2j * np.pi) * step
    U = (prefactor * integrand.sum()).real
    dU = (-prefactor * (t * integrand).sum()).real
    envelope = np.exp(-x / 2) * x ** (l + 1)
    w = envelope * U
    dw_dx = envelope * (dU + ((l + 1) / x - 0.5) * U)
    return w, dw_dx * 2 / nu


def regular(r, nu, l, depth):
    """Solution starting as r^(l+1) in -1/r - depth, and its derivative."""
    energy = -0.5 / nu**2 + depth
    c = [1.0, -2.0 / (2 * l + 2)]
    for k in range(2, 70):
        c.append(-2 * (c[k - 1] + energy * c[k - 2]) / (k * (k + 2 * l + 1)))
    value = sum(ck * r ** (l + 1 + k) for k, ck in enumerate(c))
    slope = sum(ck * (l + 1 + k) * r ** (l + k) for k, ck in enumerate(c))
    return value, slope


def wronskian(f, g):
    return f[0] * g[1] - f[1] * g[0]


def hartree_square(nu, l):
    return nu**2 * gamma(nu + l + 1) * gamma(nu - l)


def scaled_regular(r, nu, l):
    """Pure Coulomb regular function that equals +-w at integer nu."""
    s = ((-1) ** (l + 1) * gamma(nu + l + 1) / factorial(2 * l + 1)
         * (2 / nu) ** (l + 1))
    f = regular(r, nu, l, 0.0)
    return s * f[0], s * f[1]


nodes, weights = np.polynomial.legendre.leggauss(140)


def outer_grid(start, end=300.0):
    """Gauss points in s with r = start + s^2."""
    top = np.sqrt(end - start)
    s = 0.5 * top * (nodes + 1)
    return start + s * s, 0.5 * top * weights * 2 * s


def samples(r_values, nu, l):
    return np.array([decaying(r, nu, l)[0] for r in r_values])


# The loop integral against an independent Whittaker implementation
for nu, l, r in [(1.5, 0, 0.7), (2.3, 1, 3.0), (4.6, 2, 15.0), (3.0, 1, 5.0)]:
    reference = float(mp.whitw(nu, l + 0.5, 2 * r / nu))
    assert abs(decaying(r, nu, l)[0] / reference - 1) < 1e-9

# Tail: leading form, first correction and second correction
nu, l = 2.3, 1
first = nu * (l * (l + 1) - nu * (nu - 1)) / 2
second = first * (nu / 2) * (l + 2 - nu) * (l + nu - 1) / 2
print("TAIL, nu = 2.3, l = 1")
print(f"first correction coefficient = {first:.6f} bohr")
for r in (10.0, 20.0, 40.0, 80.0):
    ratio = decaying(r, nu, l)[0] / ((2 * r / nu) ** nu * np.exp(-r / nu))
    print(f"r = {r:.0f} bohr: w/leading tail = {ratio:.7f}, "
          f"1 + first correction = {1 + first / r:.7f}")
assert abs((ratio - 1 - first / r) * r**2 / second - 1) < 0.02

# Wronskian of regular and decaying functions; growth of w at the origin
for nu, l in [(1.4, 0), (2.3, 1), (3.7, 2)]:
    value = wronskian(scaled_regular(1.3, nu, l), decaying(1.3, nu, l))
    formula = (2 * gamma(nu + l + 1) * gamma(nu - l)
               * np.sin(np.pi * nu) / (np.pi * nu))
    assert abs(value / formula - 1) < 1e-9
    small = 1e-4
    origin = factorial(2 * l) * rgamma(l + 1 - nu) * (2 * small / nu) ** (-l)
    assert abs(decaying(small, nu, l)[0] / origin - 1) < 5e-3

# Integer nu in a pure Coulomb field
r_all, w_all = outer_grid(0.0)
print("INTEGER nu, PURE COULOMB")
for n, l in [(1, 0), (3, 1), (4, 2)]:
    norm = np.sum(w_all * samples(r_all, float(n), l) ** 2)
    ratio = norm / hartree_square(n, l)
    print(f"n = {n}, l = {l}: integral w^2 dr / H = {ratio:.10f}")
    assert abs(ratio - 1) < 1e-9

# Noninteger nu, l = 0, integral over the whole half-axis
print("NONINTEGER nu, l = 0, WHOLE AXIS")
for nu in (1.5, 2.3, 3.5, 6.5):
    norm = np.sum(w_all * samples(r_all, nu, 0) ** 2)
    H = hartree_square(nu, 0)
    ratio = norm / H
    sine2 = np.sin(np.pi * nu) ** 2 / np.pi**2
    closed = 1 + sine2 * (1 / nu + 0.5 / nu**2 - polygamma(1, nu))
    estimate = 1 - sine2 / (6 * nu**3)
    print(f"nu = {nu}: integral = {norm:.7g} bohr, H = {H:.7g} bohr")
    print(f"  ratio: quadrature {ratio:.8f}, closed form {closed:.8f}, "
          f"large-nu law {estimate:.8f}")
    assert abs(ratio - closed) < 1e-8
assert abs((ratio - 1) / (estimate - 1) - 1) < 0.01

# Model core: extra constant attraction inside core_radius, l = 1
l, core_radius, depth = 1, 2.0, 0.5
r_out, w_out = outer_grid(core_radius)
r_in = 0.5 * core_radius * (nodes + 1)
w_in = 0.5 * core_radius * weights


def mismatch(nu, well):
    return wronskian(regular(core_radius, nu, l, well),
                     decaying(core_radius, nu, l))


def quantum_defect(nu):
    """mu modulo 1 from Wronskians at the core edge."""
    phi = regular(core_radius, nu, l, depth)
    with_w = wronskian(phi, decaying(core_radius, nu, l))
    with_F = wronskian(phi, scaled_regular(core_radius, nu, l))
    sine = np.sin(np.pi * nu) * with_F
    cosine = with_w - np.cos(np.pi * nu) * with_F
    return (np.arctan2(sine, cosine) / np.pi) % 1.0


def defect_slope(nu, h=0.005):
    centre = quantum_defect(nu)
    d = {}
    for k in (-2, -1, 1, 2):
        change = quantum_defect(nu + k * h) - centre
        d[k] = change - round(change)
    return (8 * (d[1] - d[-1]) - (d[2] - d[-2])) / (12 * h)


def full_state(nu, well):
    """Matched inner and outer samples, with the outer part equal to w."""
    edge = (decaying(core_radius, nu, l)[0]
            / regular(core_radius, nu, l, well)[0])
    return edge * regular(r_in, nu, l, well)[0], samples(r_out, nu, l)


def overlap(p, q):
    return np.sum(w_in * p[0] * q[0]) + np.sum(w_out * p[1] * q[1])


grid = np.linspace(1.05, 7.0, 80)
values = [mismatch(g, depth) for g in grid]
levels = [brentq(mismatch, grid[i], grid[i + 1], args=(depth,), xtol=1e-13)
          for i in range(len(grid) - 1) if values[i] * values[i + 1] < 0]
assert len(levels) >= 4
print(f"MODEL CORE, l = {l}, radius = {core_radius} bohr, "
      f"depth = {depth} hartree")
states, scaled_errors = [], []
for nu in levels:
    state = full_state(nu, depth)
    norm = overlap(state, state)
    H = hartree_square(nu, l)
    ratio = norm / H
    mu, slope = quantum_defect(nu), defect_slope(nu)
    energy = -0.5 / nu**2
    plain = (2 / nu) ** nu / np.sqrt(H)
    true = (2 / nu) ** nu / np.sqrt(norm)
    print(f"nu = {nu:.7f}, mu = {mu:.7f}, E = {energy:.7f} hartree")
    print(f"  norm = {norm:.7g} bohr, H = {H:.7g} bohr, "
          f"norm/H = {ratio:.7f}, 1+dmu/dnu = {1 + slope:.7f}")
    print(f"  tail amplitude (a.u.): Hartree {plain:.6g}, true {true:.6g}; "
          f"nu^3(norm/H-1) = {nu**3 * (ratio - 1):.5f}")
    assert abs(nu + mu - round(nu + mu)) < 1e-8
    assert abs(ratio - 1 - slope) < 1e-6
    states.append(state)
    scaled_errors.append(nu**3 * (ratio - 1))
print(f"lowest level = {-0.5 / levels[0]**2 * HARTREE_EV:.5f} eV")
assert abs(scaled_errors[-1] / scaled_errors[-2] - 1) < 0.10
cosine = overlap(states[0], states[1]) / np.sqrt(
    overlap(states[0], states[0]) * overlap(states[1], states[1]))
assert abs(cosine) < 1e-9

# A core tuned to give an integer nu does not make H the exact norm
wells = np.linspace(0.5, 12.0, 116)
values = [mismatch(2.0, v) for v in wells]
index = next(i for i in range(len(wells) - 1)
             if values[i] * values[i + 1] < 0)
tuned = brentq(lambda v: mismatch(2.0, v), wells[index], wells[index + 1],
               xtol=1e-13)
state = full_state(2.0, tuned)
tuned_ratio = overlap(state, state) / hartree_square(2.0, l)
print("CORE TUNED TO nu = 2, l = 1")
print(f"depth = {tuned:.6f} hartree, norm/H = {tuned_ratio:.7f}")
assert abs(tuned_ratio - 1) > 1e-3

print("every check passed")
```

Running it gives:

```
TAIL, nu = 2.3, l = 1
first correction coefficient = -1.138500 bohr
r = 10 bohr: w/leading tail = 0.8746977, 1 + first correction = 0.8861500
r = 20 bohr: w/leading tail = 0.9403272, 1 + first correction = 0.9430750
r = 40 bohr: w/leading tail = 0.9708647, 1 + first correction = 0.9715375
r = 80 bohr: w/leading tail = 0.9856023, 1 + first correction = 0.9857687
INTEGER nu, PURE COULOMB
n = 1, l = 0: integral w^2 dr / H = 1.0000000000
n = 3, l = 1: integral w^2 dr / H = 1.0000000000
n = 4, l = 2: integral w^2 dr / H = 1.0000000000
NONINTEGER nu, l = 0, WHOLE AXIS
nu = 1.5: integral = 2.638388 bohr, H = 2.650719 bohr
  ratio: quadrature 0.99534801, closed form 0.99534801, large-nu law 0.99499648
nu = 2.3: integral = 16.54738 bohr, H = 16.56192 bohr
  ratio: quadrature 0.99912219, closed form 0.99912219, large-nu law 0.99909159
nu = 3.5: integral = 473.3562 bohr, H = 473.5399 bohr
  ratio: quadrature 0.99961223, closed form 0.99961223, large-nu law 0.99960614
nu = 6.5: integral = 2.275896e+07 bohr, H = 2.276035e+07 bohr
  ratio: quadrature 0.99993880, closed form 0.99993880, large-nu law 0.99993851
MODEL CORE, l = 1, radius = 2.0 bohr, depth = 0.5 hartree
nu = 1.5884241, mu = 0.4115759, E = -0.1981696 hartree
  norm = 11.96652 bohr, H = 14.03561 bohr, norm/H = 0.8525828, 1+dmu/dnu = 0.8525828
  tail amplitude (a.u.): Hartree 0.384882, true 0.41683; nu^3(norm/H-1) = -0.59081
nu = 2.6460656, mu = 0.3539344, E = -0.0714116 hartree
  norm = 88.22645 bohr, H = 89.97095 bohr, norm/H = 0.9806104, 1+dmu/dnu = 0.9806104
  tail amplitude (a.u.): Hartree 0.0502649, true 0.0507594; nu^3(norm/H-1) = -0.35923
nu = 3.6577265, mu = 0.3422735, E = -0.0373721 hartree
  norm = 1343.316 bohr, H = 1352.356 bohr, norm/H = 0.9933151, 1+dmu/dnu = 0.9933151
  tail amplitude (a.u.): Hartree 0.0029886, true 0.00299864; nu^3(norm/H-1) = -0.32714
nu = 4.6623434, mu = 0.3376566, E = -0.0230018 hartree
  norm = 33391.63 bohr, H = 33495.94 bohr, norm/H = 0.9968860, 1+dmu/dnu = 0.9968860
  tail amplitude (a.u.): Hartree 0.00010562, true 0.000105785; nu^3(norm/H-1) = -0.31560
nu = 5.6646643, mu = 0.3353357, E = -0.0155819 hartree
  norm = 1213954 bohr, H = 1216028 bohr, norm/H = 0.9982944, 1+dmu/dnu = 0.9982944
  tail amplitude (a.u.): Hartree 2.49048e-06, true 2.49261e-06; nu^3(norm/H-1) = -0.31004
nu = 6.6659998, mu = 0.3340002, E = -0.0112523 hartree
  norm = 6.044506e+07 bohr, H = 6.050776e+07 bohr, norm/H = 0.9989639, 1+dmu/dnu = 0.9989639
  tail amplitude (a.u.): Hartree 4.20605e-08, true 4.20823e-08; nu^3(norm/H-1) = -0.30690
lowest level = -5.39247 eV
CORE TUNED TO nu = 2, l = 1
depth = 3.452509 hartree, norm/H = 1.0305464
every check passed
```
